# Ring coupled cluster amplitudes and the plasmon formula for correlation energy

**Q:** I am told that a sum of excitation frequencies and a coupled cluster calculation give the same correlation energy. One is an eigenvalue problem, the other a nonlinear equation for amplitudes. Before I believe it, what are the objects?

**A:** Take a closed-shell reference with real orbitals, in Hartree atomic units. Let \(p=(i,a)\) denote an excitation from occupied orbital \(i\) to virtual orbital \(a\), and \(q=(j,b)\) another; there are \(N\) of them. Define

\[
\Delta_p=\varepsilon_a-\varepsilon_i,\qquad
K_{pq}=(ia|jb)=\iint \frac{\phi_i(\mathbf r)\phi_a(\mathbf r)\,\phi_j(\mathbf r')\phi_b(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r' .
\]

The direct random-phase approximation (RPA), which leaves exchange out of the coupling between excitations, uses

\[
B=2K,\qquad A=\Delta+2K,
\]

with \(\Delta\) also denoting the diagonal matrix of gaps. Its modes obey

\[
AX+BY=X\Omega,\qquad BX+AY=-Y\Omega, \tag{1}
\]

where \(\Omega\) is diagonal with positive entries and each column of \(X\) and \(Y\) is one mode. The plasmon formula is

\[
E=\tfrac12\Big(\sum_m\Omega_m-\operatorname{tr}A\Big). \tag{2}
\]

It is a difference of zero-point energies: the eigenvalues of \(A\) are the frequencies one would find with \(B\) deleted from (1).

**Q:** Where does the 2 in \(2K\) come from?

**A:** From spin. Each spatial excitation exists for spin up and spin down, and the Coulomb coupling is \(K\) in all four spin blocks. On the combination \((1,1)/\sqrt2\) the block matrix acts as \(2K\); on \((1,-1)/\sqrt2\) it gives zero. The second set has \(B=0\) and \(A=\Delta\), so its frequencies are the gaps and it adds \(\tfrac12(\sum\Delta-\sum\Delta)=0\) to (2). Excitations that flip a spin have no direct Coulomb coupling and add zero for the same reason.

**Q:** Equation (1) is not a symmetric eigenvalue problem. Why should the frequencies be real, and why should \(N\) of them be positive?

**A:** It is not automatic. A sufficient condition, assumed from here on, is that \(A+B\) and \(A-B\) are positive definite. In direct RPA with positive gaps the condition holds. First, \(A-B=\Delta\). Second, \(A+B=\Delta+4K\), and \(c^{T}Kc\) is the Coulomb integral of the density \(\rho=\sum_p c_p\phi_i\phi_a\) with itself, which in Fourier space is an integral of \(|\rho(\mathbf k)|^2/k^2\) with a positive factor, so it is not negative.

For one mode \(z=(x,y)\) of frequency \(\omega\), write (1) as

\[
Mz=\omega\,\eta z,\qquad
M=\begin{pmatrix}A&B\\B&A\end{pmatrix},\qquad
\eta=\begin{pmatrix}1&0\\0&-1\end{pmatrix}.
\]

Multiplying out confirms that

\[
z^TMz=\tfrac12\big[(x+y)^T(A+B)(x+y)+(x-y)^T(A-B)(x-y)\big],
\]

so \(M\) is positive definite. With \(w=M^{1/2}z\) the problem becomes

\[
M^{-1/2}\eta M^{-1/2}\,w=\omega^{-1}w .
\]

The matrix on the left is real, symmetric and invertible. It therefore has \(2N\) real orthogonal eigenvectors with real nonzero eigenvalues. If \((x,y)\) has frequency \(\omega\), exchanging the two rows of (1) shows that \((y,x)\) has frequency \(-\omega\). Hence exactly \(N\) frequencies are positive.

Orthogonality of \(w\) and \(w'\) reads \(0=z^TMz'=\omega' z^T\eta z'\), so \(z^T\eta z'=0\) for different modes. For a single mode, \(z^T\eta z=z^TMz/\omega\) has the sign of \(\omega\). The positive modes can thus be scaled to \(z^T\eta z=1\). Taken among themselves, and then against the partners \((y,x)\), they satisfy

\[
X^TX-Y^TY=1,\qquad X^TY-Y^TX=0. \tag{3}
\]

**Q:** You will want to divide by \(X\). What if it is singular?

**A:** It cannot be. If \(Xc=0\), the first relation in (3) gives \(0=|c|^2+|Yc|^2\), so \(c=0\). We may define

\[
T=YX^{-1}.
\]

Two properties follow. Since \(X^TTX=X^TY\) is symmetric by (3), \(T=X^{-T}(X^TY)X^{-1}\) is symmetric. Also

\[
1-T^TT=X^{-T}(X^TX-Y^TY)X^{-1}=X^{-T}X^{-1}, \tag{4}
\]

which is positive definite, so the spectral norm of \(T\) is below 1.

The scaling of the modes does not affect \(T\), because \((YC)(XC)^{-1}=YX^{-1}\) for any invertible \(C\). The same remark covers degenerate frequencies, where the choice of modes within the degenerate set is free.

**Q:** So far \(T\) is only a ratio. What equation does it obey?

**A:** Multiply both equations in (1) by \(X^{-1}\) from the right. The first gives

\[
A+BT=X\Omega X^{-1}. \tag{5}
\]

The second gives

\[
B+AT=-Y\Omega X^{-1}.
\]

Insert \(Y=TX\) and then use (5):

\[
B+AT=-T\,X\Omega X^{-1}=-T(A+BT).
\]

Moving everything to the left,

\[
B+AT+TA+TBT=0. \tag{6}
\]

This is a Riccati equation, a quadratic equation for a matrix. The minus sign in the second line of (1) is what puts \(TA\) and \(TBT\) on the same side as \(B\) with plus signs.

**Q:** And the energy?

**A:** Take the trace of (5). A similarity transformation leaves the trace unchanged, so \(\operatorname{tr}A+\operatorname{tr}(BT)=\sum_m\Omega_m\), and therefore

\[
\tfrac12\operatorname{tr}(BT)=\tfrac12\Big(\sum_m\Omega_m-\operatorname{tr}A\Big)=E. \tag{7}
\]

**Q:** That was quick. A quadratic equation has more than one root. Suppose I solve (6) without ever looking at modes. Why must I get your \(T\)?

**A:** You need not. The derivation of (5) and (6) used the mode equations and the inverse of \(X\), but not the sign of the frequencies. Replace one column pair \((x_k,y_k)\) by its partner \((y_k,x_k)\), whose frequency is \(-\Omega_k\). If the new \(X\) is still invertible, the new \(T\) also solves (6), but the trace now contains \(-\Omega_k\) in place of \(+\Omega_k\):

\[
\tfrac12\operatorname{tr}(BT')=\tfrac12\Big(\sum_m\Omega_m-2\Omega_k-\operatorname{tr}A\Big)=E-\Omega_k .
\]

So the claim "a solution of (6) gives the plasmon energy" is false without a rule for choosing the solution.

**Q:** Is there a rule that does not require the modes?

**A:** Yes: the spectral norm must be below 1. By (4) our \(T\) passes. To show that no other real solution does, let \(T\) be any real solution of (6) with norm below 1, and set

\[
F=A+BT,\qquad V=\begin{pmatrix}1\\T\end{pmatrix}.
\]

Equation (6) says \(B+AT=-TF\), so

\[
MV=\begin{pmatrix}A+BT\\B+AT\end{pmatrix}=\begin{pmatrix}F\\-TF\end{pmatrix}=\eta VF .
\]

Multiply by \(V^T\) from the left:

\[
P=GF,\qquad P=V^TMV,\qquad G=V^T\eta V=1-T^TT .
\]

\(P\) is positive definite because \(M\) is, and \(G\) is positive definite because of the norm. Then \(F=G^{-1}P\) is similar to the symmetric positive definite matrix \(G^{-1/2}PG^{-1/2}\). It has \(N\) independent eigenvectors \(c\) with positive eigenvalues, and each \(Vc\) is a mode of positive frequency. These \(N\) vectors span the whole positive-frequency space, so \(V\) must have the form

\[
\begin{pmatrix}1\\T\end{pmatrix}=\begin{pmatrix}X\\Y\end{pmatrix}C .
\]

The upper row gives \(C=X^{-1}\), and the lower row gives \(T=YX^{-1}\).

**Q:** Show me both roots in a case I can do by hand.

**A:** Take H₂ at a bond length of 1.40 bohr in the STO-3G basis, with Hartree–Fock orbitals. There is one occupied and one virtual orbital, so every matrix is a number. The gap is \(\Delta=1.248471\) and the integral is \(K=0.181258\), in hartree. Hence

\[
B=2K=0.362516,\qquad A=1.248471+0.362516=1.610987 .
\]

For numbers, (6) reads \(Bt^2+2At+B=0\), with roots

\[
t_\pm=\frac{-A\pm\Omega}{B},\qquad \Omega=\sqrt{A^2-B^2}=1.569669 .
\]

The upper sign gives \(t_+=-0.041318/0.362516=-0.1140\). Then

\[
\tfrac12Bt_+=\tfrac12(\Omega-A)=\tfrac12(-0.041318)=-0.020659\ \text{hartree}.
\]

The other root is \(t_-=-8.774\). The product of the roots is \(B/B=1\), so one has magnitude below 1 and the other above. The second root gives \(-1.590328\) hartree, which is \(-0.020659-1.569669\): the energy is lower by one full \(\Omega\), as the exchange rule says. It is not a correlation energy.

**Q:** You have a Riccati equation. What makes it coupled cluster?

**A:** Separate the gaps from the coupling, \(A=\Delta+B\), and write (6) by elements:

\[
(\Delta_p+\Delta_q)T_{pq}=-\big[B+BT+TB+TBT\big]_{pq}. \tag{8}
\]

Read \(T_{pq}\) as the amplitude for the excitations \(p\) and \(q\) to be present together. The term \(B\) creates such a pair of excitations. In \(BT\) and \(TB\) the Coulomb interaction turns one excitation of the pair into another. In \(TBT\) it links two pairs by removing one excitation from each. Ring coupled cluster doubles, in its direct form, is the model that keeps these terms of the doubles amplitude equations and drops the rest. Its energy is \(\tfrac12\operatorname{tr}(BT)\).

Equation (8) can be iterated from \(T=0\). The first step gives

\[
T^{(1)}_{pq}=-\frac{B_{pq}}{\Delta_p+\Delta_q},\qquad
E_2=\tfrac12\sum_{pq}B_{pq}T^{(1)}_{pq}=-2\sum_{pq}\frac{K_{pq}^2}{\Delta_p+\Delta_q}, \tag{9}
\]

where \(\tfrac12\cdot(2K)^2=2K^2\). This is the direct part of second-order perturbation theory.

**Q:** Does the plasmon formula really contain that second-order term? It is linear in the frequencies.

**A:** Scale the coupling, \(B\to\lambda B\) and \(A\to\Delta+\lambda B\). At \(\lambda=0\), \(T=0\) solves (6), and the linear part \(\Delta\,\delta T+\delta T\,\Delta\) is invertible because \(\Delta_p+\Delta_q>0\). There is then one branch that grows smoothly from zero. For small \(\lambda\) its norm is below 1, so it is \(YX^{-1}\). Its leading term is \(\lambda T^{(1)}\), and (7) gives \(E=\lambda^2E_2+\lambda^3E_3+\dots\). This is an expansion for small \(\lambda\); the argument does not show that it converges at \(\lambda=1\). For one excitation, \(\Omega^2=\Delta(\Delta+2\lambda B)\) vanishes at \(\lambda=-\Delta/2B\), which is \(-1.72\) for H₂, so in that example the series does converge at \(\lambda=1\).

The next term has a definite sign. At order \(\lambda^2\), (8) gives \((\Delta_p+\Delta_q)T^{(2)}_{pq}=-[BT^{(1)}+T^{(1)}B]_{pq}\). Since \(-B_{pq}/(\Delta_p+\Delta_q)=T^{(1)}_{pq}\),

\[
E_3=\tfrac12\sum_{pq}B_{pq}T^{(2)}_{pq}
=\tfrac12\sum_{pq}T^{(1)}_{pq}\big[BT^{(1)}+T^{(1)}B\big]_{pq}
=\operatorname{tr}\big(T^{(1)}BT^{(1)}\big)\ge0 ,
\]

because \(B=2K\) is positive semidefinite. The third order opposes the second: it is the onset of screening.

For H₂, \(T^{(1)}=-0.362516/(2\times1.248471)=-0.1452\), so \(E_2=-0.0263\) and \(E_3=0.362516\times0.1452^2=0.0076\) hartree. Their sum is \(-0.0187\), against \(-0.0207\) for the full expression. The remaining \(-0.0020\) hartree comes from fourth and higher orders.

**Q:** I know the RPA energy as an integral over imaginary frequency. Is (2) the same quantity, or merely a relative with the same name?

**A:** It is the same. Start from the adiabatic connection with the orbitals held fixed. Let \(v\) be the Coulomb interaction and \(\chi_\lambda\) the density response at coupling strength \(\lambda\) and imaginary frequency \(iu\):

\[
E=-\frac1{2\pi}\int_0^1 d\lambda\int_0^\infty du\,\operatorname{tr}\big[v(\chi_\lambda-\chi_0)\big].
\]

With \(\rho_p=\phi_i\phi_a\), the independent-particle response is \(\chi_0(\mathbf r,\mathbf r';iu)=-2\sum_p\frac{2\Delta_p}{u^2+\Delta_p^2}\,\rho_p(\mathbf r)\rho_p(\mathbf r')\), where the first factor 2 counts the two spins. In \(\operatorname{tr}(-v\chi_0)^n\) each \(v\) stands between two densities \(\rho_p\) and \(\rho_q\) and gives \(K_{pq}\). Hence \(\operatorname{tr}(-v\chi_0)^n=\operatorname{tr}(S^2\,2K)^n=\operatorname{tr}Q^n\) by cyclic invariance of the trace, with

\[
Q(u)=SBS,\qquad S_p^2=\frac{2\Delta_p}{u^2+\Delta_p^2},
\]

where \(S\) is diagonal. The direct RPA response obeys \(\chi_\lambda=\chi_0+\lambda\chi_0v\chi_\lambda\), so \(v\chi_\lambda=(1-\lambda v\chi_0)^{-1}v\chi_0\), and under the trace \(-v\chi_\lambda\) becomes \(Q(1+\lambda Q)^{-1}\). Integrating over \(\lambda\),

\[
E=\frac1{2\pi}\int_0^\infty du\,\operatorname{tr}\big[\ln(1+Q)-Q\big]. \tag{10}
\]

To evaluate this, take the diagonal factors \(u^2+\Delta^2\) out of the determinant:

\[
\det(1+Q)=\frac{\det(u^2+W)}{\det(u^2+\Delta^2)},\qquad
W=\Delta^2+2\Delta^{1/2}B\Delta^{1/2}=\Delta^{1/2}(A+B)\Delta^{1/2},
\]

where \(A+B=\Delta+2B\) was used. The eigenvalues of \(W\) are the \(\Omega_m^2\). Indeed, the sum and the difference of the mode equations are

\[
(A+B)(x+y)=\Omega_m(x-y),\qquad \Delta(x-y)=\Omega_m(x+y),
\]

so \((A+B)\Delta(x-y)=\Omega_m^2(x-y)\). Multiplying by \(\Delta^{1/2}\) gives \(Wg=\Omega_m^2g\) with \(g=\Delta^{1/2}(x-y)\). The \(N\) vectors \(x-y\) are independent: \(Xc=Yc\) would give \(c^T(X^TX-Y^TY)c=|c|^2=0\).

Two integrals remain. For positive \(a\) and \(b\),

\[
\int_0^\infty\ln\frac{u^2+a^2}{u^2+b^2}\,du=\pi(a-b),
\]

because the integral vanishes at \(a=b\) and its derivative with respect to \(a\) is \(\int_0^\infty 2a/(u^2+a^2)\,du=\pi\). In the same way, \(\int_0^\infty\operatorname{tr}Q\,du=\pi\operatorname{tr}B\). Hence

\[
E=\frac1{2\pi}\Big[\pi\Big(\sum_m\Omega_m-\sum_p\Delta_p\Big)-\pi\operatorname{tr}B\Big]
=\tfrac12\Big(\sum_m\Omega_m-\operatorname{tr}A\Big).
\]

Equation (10) also fixes the sign of the energy. The eigenvalues of \(Q\) are not negative, and \(\ln(1+s)\le s\) for \(s\ge0\), so \(E\le0\).

**Q:** One excitation proves little about matrices. What happens in a molecule?

**A:** Take water with OH lengths of 1.81 bohr and an angle of 104.5 degrees, in the 6-31G basis, with Hartree–Fock orbitals and all electrons correlated. Five occupied and eight virtual orbitals give \(N=40\). The smallest eigenvalues of \(A+B\) and \(A-B\) are 0.750 and 0.705 hartree, so the positivity condition holds. The mode sums give

\[
\tfrac12(233.530294-233.807182)=\tfrac12(-0.276888)=-0.138444\ \text{hartree},
\]

or \(-3.767\) eV. The trace of \(BT\) is \(-0.276888\) hartree, as (7) requires. The energy is about 0.06% of either large sum, so (2) needs those sums to high relative accuracy, while \(\operatorname{tr}(BT)\) avoids that subtraction.

The amplitudes were also found without modes, by iterating (8) from \(T=0\) with each correction multiplied by 0.7. This converged in 19 steps to the same \(T\), the largest difference in any element being \(3.1\times10^{-13}\). Nothing above proves that such an iteration converges for every molecule; the norm tells whether the solution reached is the right one. Here it is 0.194. The frequency integral (10) and a calculation in spin orbitals give the same energy to eight decimals, \(-0.13844402\) hartree.

The direct second-order energy is \(-0.1974\) hartree, larger in magnitude than the ring result by 0.0590 hartree. Only the direction can be compared with the sign of \(E_3\), which is \(+0.0986\) hartree here. The difference is not a sum of higher orders: \(\Delta+2\lambda B\) becomes singular at \(\lambda=-0.81\), so for water in this basis the series in \(\lambda\) does not converge at \(\lambda=1\), although (2) and (7) remain valid there.

**Q:** And the wrong solutions, do they survive in the matrix case?

**A:** They do. Exchanging the mode with \(\Omega_k=3.277\) hartree for its negative partner gives another \(T\) that satisfies (6) to rounding error. Its half trace is \(-0.138444-3.277389=-3.415833\) hartree, and its norm is 14.9. A small residual alone therefore does not certify the energy.

**Q:** What breaks if the positivity condition fails?

**A:** The real solution can disappear. Take numbers in model units, \(A=1\) and \(B=1.25\), so that \(A-B<0\). Then \(\Omega^2=1-1.5625=-0.5625\), the frequencies are \(\pm0.75i\), and

\[
t=\frac{-1\pm0.75i}{1.25}=-0.8\pm0.6i,\qquad |t|=1 .
\]

Neither root has magnitude below 1, so the selection rule has nothing to select. Approached from the stable side with \(B>0\), \(A-B\to0\) gives \(\Omega\to0\) and \(t_+\to-1\): the amplitude reaches the edge of the allowed range as the mode softens.

Direct RPA with positive gaps is protected from this by \(A-B=\Delta\) and \(A+B=\Delta+4K\). If exchange is put into \(A\) and \(B\), that argument no longer applies, and positivity has to be checked.

**Q:** If it is checked and holds, may I use (7) with exchange included?

**A:** As an identity between matrices, yes. Nothing from (3) to (7) required \(A-B\) to be diagonal, and a random 6 by 6 pair with a non-diagonal \(A-B\) gives \(-0.391855\) model units on both sides.

As a correlation energy, the factor \(\tfrac12\) needs separate thought. In spin orbitals with antisymmetrized integrals \(\bar B_{pq}\), the first amplitude is \(-\bar B_{pq}/(\Delta_p+\Delta_q)\), and half the trace gives \(-\tfrac12\sum\bar B_{pq}^2/(\Delta_p+\Delta_q)\). Second-order Møller–Plesset theory has \(-\tfrac14\) in that place, because the sum over \(p\) and \(q\) counts each antisymmetrized double excitation four times. Half the trace would then be twice the correct second-order energy.

**Q:** How far should I trust \(-0.138\) hartree as the correlation energy of water?

**A:** As the direct RPA value for this basis and these orbitals, it is well determined. As the correlation energy of the molecule, it is not. The model omits exchange between the excitations and every correlation process outside the rings, and 6-31G is a small basis: at the same geometry the direct RPA energy is \(-0.231\) hartree in cc-pVDZ and \(-0.328\) hartree in cc-pVTZ, so it is far from converged in the basis. The agreement between the routes shows that they evaluate the same approximation; it does not measure the error of that approximation.

## Numbers as computed

```
H2, STO-3G, Hartree-Fock reference
bond length = 1.40 bohr
Hartree-Fock energy = -1.116714 hartree
orbital gap = 1.248471 hartree
integral K = 0.181258 hartree
A = 1.610987 hartree
B = 0.362516 hartree
Omega = 1.569669 hartree
X = 1.006559 (dimensionless, magnitude)
Y = 0.114723 (dimensionless, magnitude)
t = Y/X = -0.113975 (dimensionless)
other root t = -8.773838 (dimensionless)
half of B t = -0.020659 hartree
plasmon formula = -0.020659 hartree
half of B t, other root = -1.590328 hartree
Water, 6-31G, Hartree-Fock reference, all electrons
OH length = 1.81 bohr
HOH angle = 104.5 degrees
Hartree-Fock energy = -75.983982 hartree
occupied, virtual, excitations = 5, 8, 40 (counts)
smallest eigenvalue of A+B = 0.749905 hartree
smallest eigenvalue of A-B = 0.704994 hartree
lowest Omega = 0.727799 hartree
sum of Omega = 233.530294 hartree
trace of A = 233.807182 hartree
trace of BT = -0.276888 hartree
largest Riccati residual = 3.9e-14 hartree
spectral norm of T = 0.194164 (dimensionless)
energy, half trace of BT = -0.13844402 hartree
energy, plasmon formula = -0.13844402 hartree
energy, ring iteration = -0.13844402 hartree
energy, frequency integral = -0.13844402 hartree
energy, spin orbitals = -0.13844402 hartree
plasmon energy converted = -3.7673 eV
damped ring iterations = 19 (count)
largest difference of the two T = 3.1e-13 (dimensionless)
direct second-order energy = -0.197397 hartree
weak-coupling limit of plasmon = -0.197398 hartree
Water, one mode exchanged for its negative partner
Omega of exchanged mode = 3.277389 hartree
largest Riccati residual = 3.4e-13 hartree
spectral norm of T = 14.9399 (dimensionless)
half trace of BT = -3.415833 hartree
Random 6 by 6 pair, A-B not diagonal, model energy units
half trace of BT = -0.39185483 model units
plasmon formula = -0.39185483 model units
Unstable scalar model, model energy units
A, B = 1.00, 1.25 model units
magnitude of imaginary Omega = 0.7500 model units
real part of t = -0.8000 (dimensionless)
imaginary part of t = +/-0.6000 (dimensionless)
```
